# How valley-splitting strain changes electron-phonon coupling in degenerate n-type silicon

## Question

I want the dimensionless electron-phonon coupling $\lambda$ of degenerate n-type silicon. Each of the six valleys has one intravalley channel, one g-type channel (to the opposite valley) and four f-type channels (to the perpendicular valleys). Uniaxial strain then leaves two opposite valleys occupied.

My first argument says that $\lambda$ must fall, because four channels close. My second says that it must rise, because the same electrons fill fewer valleys to a higher Fermi energy, where the density of states is larger. Which one wins?

My rough silicon parameters are:

- density $n=5\times10^{19}\ \mathrm{cm^{-3}}$, temperature 4 K, masses $m_l=0.92$ and $m_t=0.19$;
- mass density $2.33\ \mathrm{g/cm^3}$, intravalley potential $\Xi=9$ eV, longitudinal sound speed 9.0 km/s;
- g channel: $D_g=11\times10^8$ eV/cm, phonon energy 62 meV;
- each f channel: $D_f=3\times10^8$ eV/cm, phonon energy 50 meV.

## Answer

Both effects are real, and they compete. The sum has to be done with the density of states *per valley*, and you must say what is held fixed. I take the carrier density as fixed, the valleys as parabolic ellipsoids, the temperature as low, and one phonon branch per channel. The algebra uses Hartree units, so $\hbar=m_e=e=1$.

### One channel

Define the coupling on the Fermi surface by

$$\lambda=\frac{2}{N_{\rm tot}}\sum_{kk'}\frac{|g_{kk'}|^2}{\omega}\,\delta(\varepsilon_k-E_F)\,\delta(\varepsilon_{k'}-E_F),$$

where $N_{\rm tot}$ counts states per unit energy for one spin. If $M$ valleys are occupied in a crystal of volume $V$, then $N_{\rm tot}=MVN_v$, with $N_v$ the density of states per valley, spin and volume.

A lattice wave in a crystal of mass density $\rho$ is an oscillator of mass $\rho V$. Its squared zero-point matrix element is $1/(2\rho V\omega)$. If a displacement $u$ shifts the electron energy by $Du$, then

$$|g|^2=\frac{D^2}{2\rho V\omega}.$$

Each valley has one final valley in a given channel. The sum over initial states gives $MVN_v$ and the sum over final states gives $VN_v$, so

$$\lambda_{\rm channel}=\frac{2}{MVN_v}\,(MVN_v)(VN_v)\,\frac{D^2}{2\rho V\omega^2}=N_v\frac{D^2}{\rho\omega^2}.$$

For intravalley acoustic phonons the energy shift follows the strain, so $D=\Xi q$, while $\omega=cq$. The wavevector cancels. The three strengths are therefore

$$A=\frac{\Xi^2}{\rho c^2},\qquad G=\frac{D_g^2}{\rho\omega_g^2},\qquad F=\frac{D_f^2}{\rho\omega_f^2}.$$

### Adding the channels

With $M=6$, 4 or 2 valleys occupied in opposite pairs, each valley has itself, one opposite partner and $M-2$ perpendicular valleys. Hence

$$\boxed{\lambda_M=N_v(M)\,[A+G+(M-2)F]}$$

There is no further factor $M$: the sum over initial valleys is cancelled by $N_{\rm tot}$.

### The density of states at fixed density

Substituting $k_i=\sqrt{2m_iE}\,s_i$ turns the ellipsoid into a unit sphere. With $m_d=(m_lm_t^2)^{1/3}$, the number of states below $E$ per valley, spin and volume is

$$\frac{1}{(2\pi)^3}\,\frac{4\pi}{3}\,(2m_dE)^{3/2}=\frac{(2m_dE)^{3/2}}{6\pi^2}.$$

Its energy derivative is

$$N_v=\frac{m_d^{3/2}\sqrt{2E_F}}{2\pi^2}.$$

Two spins and $M$ valleys must hold $n$ electrons:

$$n=2M\frac{(2m_dE_F)^{3/2}}{6\pi^2}\quad\Rightarrow\quad E_F=\frac{1}{2m_d}\left(\frac{3\pi^2n}{M}\right)^{2/3}.$$

The state count varies as $E^{3/2}$, so its derivative is $3/(2E_F)$ times the count $n/(2M)$:

$$N_v=\frac{3n}{4ME_F}\propto M^{-1}M^{2/3}=M^{-1/3}.$$

Going from six valleys to two multiplies $N_v$ by $3^{1/3}=1.442$, and

$$\boxed{\frac{\lambda_2}{\lambda_6}=3^{1/3}\,\frac{A+G}{A+G+4F}}$$

Strain lowers $\lambda$ if the right side is below one, that is, if

$$\frac{4F}{A+G}>3^{1/3}-1=0.442.$$

If f scattering is negligible, $\lambda$ rises by 44%. If f scattering dominates, the ratio tends to zero. If $E_F$ above the valley bottom were held fixed instead of $n$, the factor $3^{1/3}$ would be absent and your first argument would win for any nonzero $F$.

### Your numbers

For six valleys $E_F=46.63$ meV, so

$$N_v=\frac{3(5\times10^{19})}{4\cdot6\cdot0.04663}=1.34\times10^{20}\ \mathrm{eV^{-1}\,cm^{-3}}.$$

The intravalley channel gives 0.00922, the g channel 0.01257 and each f channel 0.00144:

$$\lambda_6=0.00922+0.01257+4(0.00144)\simeq0.0275.$$

For two valleys $E_F=96.99$ meV. The two surviving channels have grown with $N_v$:

$$\lambda_2=0.01329+0.01813=0.0314.$$

Here $4F/(A+G)=0.264$, below the threshold, and the ratio is $1.442/1.264=1.14$. **In this unscreened model, strain raises $\lambda$ by 14%.** With the other parameters held fixed, the sign would reverse above $D_f=3.9\times10^8$ eV/cm, only about 30% above your value. At fixed $E_F$ the ratio would be 0.79.

### How much strain is needed

Apart from a common shift, a valley on axis $i$ moves by $\Xi_u\varepsilon_{ii}$. Compression along [001] by a fraction $s$ gives $\varepsilon_{zz}=-s$ and $\varepsilon_{xx}=\varepsilon_{yy}=\nu s$. The two $z$ valleys then lie below the others by

$$\Delta E=\Xi_u(1+\nu)s.$$

With $\Xi_u=9$ eV, $\nu=0.28$ and $s=0.01$, this is 115 meV. It exceeds the 97 meV needed to hold all the electrons in two valleys; the least compression that does so is 0.84%.

Tension of 1% has the opposite effect and leaves four valleys occupied. Two f channels stay open, and $\lambda_4=0.0282$, between the other two values.

### Screening can remove the rise

I used the same $A$ before and after strain. Free carriers spoil that assumption. Let $\Xi_v$ be the bare intravalley potential in valley $v$, $C$ the Coulomb interaction divided by the static dielectric constant, and $\chi$ the response of one valley. The screened potential obeys

$$U_v=\Xi_v+C\sum_{v'}\delta n_{v'},\qquad \delta n_v=-\chi U_v.$$

Summing over $M$ valleys gives $\sum_vU_v=\sum_v\Xi_v/(1+MC\chi)$. Putting this back, with $\epsilon=1+MC\chi$ and $\bar\Xi$ the valley average,

$$U_v=\Xi_v-\bar\Xi\left(1-\frac1\epsilon\right).$$

Only the average is screened; differences between valleys survive. Two opposite valleys have equal $\Xi_v$, so their whole potential is reduced by $1/\epsilon$. With six valleys, part of it escapes screening.

To size this, I let longitudinal waves couple through $\Xi_d+\Xi_u\cos^2\theta$ and transverse waves (5.3 km/s) through $\Xi_u\sin\theta\cos\theta$, where $\theta$ is the angle between $\mathbf q$ and the valley axis. The screening is static Lindhard screening with spherical valleys of mass $m_d$ and dielectric constant 11.7. The g and f channels are left unscreened. Since $\Xi_d$ is poorly known, I took two values:

| $\Xi_d$ | $\lambda_6$ | $\lambda_2$ | ratio | ratio without screening |
|---|---|---|---|---|
| 1 eV | 0.0229 | 0.0214 | 0.94 | 1.10 |
| −10 eV | 0.0233 | 0.0234 | 1.01 | 1.15 |

For these two values, screening removes most or all of the predicted rise. The spherical valleys limit the accuracy: with ellipsoidal valleys in both the wavevectors and the response, the two screened ratios become 0.99 and 0.98, so the difference between the rows should not be trusted. Nonparabolic bands push the other way: with a rough coefficient of 0.5 eV⁻¹ they raise the ratio by a factor 1.045. Simply multiplying the screened ratios in the table by this factor gives 0.98 and 1.05. The ratio is also not monotonic in $\Xi_d$: at $-5$ and $+5$ eV the screened ratio is 0.91 and 1.04 with spherical valleys, and 0.92 and 1.10 with ellipsoidal ones. With your g and f parameters the honest conclusion is a change of up to about 10% whose sign is not settled.

### What this $\lambda$ does not tell you

In a wide band $\lambda$ is also the electron mass enhancement. Here it is not, because the phonon energies are comparable with $E_F$: for the g phonon the ratio is 1.33 with six valleys and 0.64 with two. To second order, a phonon of energy $\omega$ contributes

$$|g|^2\int\frac{N(\varepsilon)\,d\varepsilon}{(|\varepsilon|+\omega)^2}$$

to the mass enhancement, with $\varepsilon$ measured from $E_F$ and $N$ the density of final states. A constant $N$ gives $2N|g|^2/\omega=\lambda$. The square-root density of states instead gives 1.26 times $\lambda_g$ for six valleys and 1.11 times for two.

The f channels do not vanish from this quantity either. The emptied valleys start only 18 meV above $E_F$, and virtual transitions into them contribute 0.0040, against the 0.0058 that the four open f channels gave to $\lambda_6$ and the 0.0069 that they give to the six-valley mass enhancement. These figures extend the parabolic band to infinite energy, and they depend strongly on that tail. Ending the band 1 eV above $E_F$ changes the factors 1.26 and 1.11 to 0.98 and 0.91, and the virtual contribution 0.0040 to 0.0027. This model therefore does not settle whether the mass enhancement lies above or below $\lambda$.

As for superconductivity, the weak-coupling estimate $T_c\sim(\omega_g/k_B)e^{-1/\lambda}$, with the unscreened $\lambda$ and with Coulomb repulsion left out, gives about $10^{-13}$ K for six valleys and $10^{-11}$ K for two. The large relative change has no practical meaning at such temperatures.

### Beside real silicon

Your density is in the range of heavy donor doping, and the stress for 1% compression, about 1.3 GPa with a Young modulus of 130 GPa, is high but of the order used in strained transistors. At fixed density, the common, unscreened $A$ is an assumption that can decide the sign: the screened model above gives a ratio of 0.94 or 1.01 for the two $\Xi_d$ values, instead of 1.14. The intervalley potentials can matter more. With your $D_f$, the unscreened $\lambda$ already falls under strain if $D_g$ is below $6.0\times10^8$ eV/cm. Published values differ widely: sets with $D_g$ near 3 to $5\times10^8$ eV/cm and two f branches of about 2.5 to $4.4\times10^8$ eV/cm give an unscreened ratio of 0.6 to 0.7, so the result above belongs to your parameter set and not to silicon as such. Three further conditions matter:

- **Temperature.** At 300 K, $k_BT$ is 0.55 of the six-valley $E_F$ and exceeds the 18 meV gap to the emptied valleys. At 1% compression about a tenth of the electrons then occupy the four upper valleys, so the two-valley result holds strictly only at low temperature.
- **Disorder.** A rough mobility of 100 cm²/Vs with a conductivity mass of 0.26 gives a level broadening $\hbar/\tau\simeq45$ meV, about equal to the six-valley $E_F$. The sharp Fermi surface is then a crude idealization; I have not computed its effect on $\lambda$.
- **Density.** The long semi-axis of each strained Fermi ellipsoid is 1.53 nm⁻¹, and the zone-boundary point X lies 1.74 nm⁻¹ from the valley centre. As long as only two valleys are occupied, the semi-axis grows as $n^{1/3}$, so in this parabolic model the ellipsoids reach X near $5\times10^{19}(1.74/1.53)^3\simeq7\times10^{19}\ \mathrm{cm^{-3}}$. Keeping the other valleys empty up to that density takes about 1.1% compression; at 1% they start to fill near $6.5\times10^{19}\ \mathrm{cm^{-3}}$, and X is reached slightly later, near $7.6\times10^{19}\ \mathrm{cm^{-3}}$. Beyond that, intravalley and g-type scattering can no longer be counted as separate channels.

The remaining intermediate values are in the numerical output below.

## Computed results

```
Density 5.0e+19 cm^-3; temperature 4.0 K
Masses ml 0.92, mt 0.19, DOS mass 0.3214 m_e
Mass density 2.33 g/cm^3
Sound speeds LA 9.0, TA 5.3 km/s
Intravalley Xi 9.0 eV; shear Xi_u 9.0 eV
g channel: D 1.10e+09 eV/cm, phonon 62 meV
f channel: D 3.00e+08 eV/cm, phonon 50 meV
M=6: Fermi energy 46.63 meV
M=6: N_v 1.3404e+20 /(eV cm^3) per spin
M=6: lambda intra 0.00922, g 0.01257 (no unit)
M=6: each open f channel 0.00144
M=6: total lambda 0.02754 (no unit)
M=4: Fermi energy 61.10 meV
M=4: N_v 1.5344e+20 /(eV cm^3) per spin
M=4: lambda intra 0.01055, g 0.01439 (no unit)
M=4: each open f channel 0.00165
M=4: total lambda 0.02823 (no unit)
M=2: Fermi energy 96.99 meV
M=2: N_v 1.9332e+20 /(eV cm^3) per spin
M=2: lambda intra 0.01329, g 0.01813 (no unit)
M=2: each open f channel 0.00000
M=2: total lambda 0.03142 (no unit)
Density-of-states factor 3^(1/3) = 1.4422
4F/(A+G) 0.2639; threshold 0.4422
lambda_2/lambda_6 at fixed density 1.1411
lambda_2/lambda_6 at fixed Fermi energy 0.7912
Critical D_f 3.883e+08 eV/cm
Poisson ratio 0.28; Young modulus 130 GPa
Compression 1.00 %, stress 1.30 GPa
Valley splitting 115.2 meV
Least compression for two valleys 0.842 %
Static dielectric constant 11.7
Xi_d 1 eV: screened intra M=6 0.00455, M=2 0.00331
  total lambda M=6 0.02287, M=2 0.02144
  ratio screened 0.9374, unscreened 1.1038
Xi_d -10 eV: screened intra M=6 0.00493, M=2 0.00532
  total lambda M=6 0.02325, M=2 0.02344
  ratio screened 1.0085, unscreened 1.1488
Nonparabolicity 0.5 /eV: N_v factors M=6 1.0456, M=2 1.0927
Nonparabolic correction to the ratio 1.0451
M=6: kT/E_F at 4 K 0.0074, at 300 K 0.554
M=6: g phonon energy/E_F 1.330
M=6: g mass enhancement/lambda_g 1.262
M=6: long semi-axis 1.061 nm^-1
M=2: kT/E_F at 4 K 0.0036, at 300 K 0.267
M=2: g phonon energy/E_F 0.639
M=2: g mass enhancement/lambda_g 1.108
M=2: long semi-axis 1.530 nm^-1
Valley-to-X distance 1.736 nm^-1
Empty valleys above E_F by 18.2 meV
M=2: virtual f mass enhancement 0.00400 (no unit)
Mobility 100 cm2/Vs, mass 0.26 m_e: broadening 44.5 meV
log10(Tc/K), no repulsion: M=6 -12.9, M=2 -11.0
```
